# Velocity versus momentum in the long-wavelength RPA response with nonlocal potentials, part 1

(Sections cited here and not found follow in the second part.)

**Question: why does my optical-limit dielectric constant disagree with the finite-$q$ one?**

For a model insulator I get a static head $\epsilon_{00}=1.5935$ from momentum matrix elements $\langle c|\mathbf p|v\rangle$, but $\epsilon_{00}=1.4119$ when I evaluate $\langle c,\mathbf k+\mathbf q/2|e^{i\mathbf q\cdot\mathbf r}|v,\mathbf k-\mathbf q/2\rangle$ at small finite $q$ and extrapolate to $q=0$. The orbitals, energies and $k$ mesh are the same. When I switch off the nonlocal projector of my pseudopotential, both routes give $1.255780$. I had understood that $\mathbf k\cdot\mathbf p$ theory gives the $q\to0$ limit for any one-particle Hamiltonian. Which number is right, how large is the damage to an RPA correlation energy, and does the same thing happen in a metal or with Fock exchange?

**Answer**

The value $1.4119$ is right. The $q\to0$ limit is governed by the velocity operator $i[H,\mathbf r]$, which equals $\mathbf p$ only if the potential commutes with $\mathbf r$. "Right" means the limit of $\chi_0$ for the Hamiltonian you diagonalized; how well that Hamiltonian describes a material is a separate matter.

## Conventions

Hartree atomic units are used, bands are spin degenerate, and

$$H=\tfrac12\mathbf p^2+V_{\rm loc}(\mathbf r)+V_{\rm NL},$$

where $V_{\rm NL}$ has a real, symmetric, energy-independent kernel $V(\mathbf r,\mathbf r')$, so that time reversal holds: $\psi_{n,-\mathbf k}=\psi_{n\mathbf k}^*$ and $\varepsilon_{n,-\mathbf k}=\varepsilon_{n\mathbf k}$. Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}\phi_{n\mathbf k}$, and the periodic parts are eigenvectors of $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. With $\mathbf k_\pm=\mathbf k\pm\mathbf q/2$, cell volume $\Omega$ and $N_k$ mesh points, the independent-particle response at imaginary frequency $i\nu$ is

$$\chi_{0,\mathbf G\mathbf G'}(\mathbf q,i\nu)=\frac{2}{N_k\Omega}\sum_{\mathbf k}\sum_{n,m}\frac{(f_{n\mathbf k_-}-f_{m\mathbf k_+})\,\rho_{mn}(\mathbf G)^*\rho_{mn}(\mathbf G')}{i\nu+\varepsilon_{n\mathbf k_-}-\varepsilon_{m\mathbf k_+}},$$

with $\rho_{mn}(\mathbf G)=\langle m\mathbf k_+|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|n\mathbf k_-\rangle$, occupations $f=0,1$, and the factor 2 for spin. The symmetrized dielectric matrix and the RPA correlation energy per cell are defined as

$$\epsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-\frac{4\pi\,\chi_{0,\mathbf G\mathbf G'}}{|\mathbf q+\mathbf G||\mathbf q+\mathbf G'|},$$

$$E_c=\frac1{N_q}\sum_{\mathbf q}E(\mathbf q),\qquad E(\mathbf q)=\int_0^\infty\frac{d\nu}{2\pi}\big[\ln\det\epsilon+\mathrm{Tr}(1-\epsilon)\big].$$

The element $\mathbf G=\mathbf G'=0$ is the head, those with one zero index are the wings, the rest is the body. No operator $\mathbf p$ appears in these definitions. It can enter only through an expansion in $q$, which is needed because $4\pi/q^2$ cannot be evaluated at $q=0$.

## Where the velocity comes from

For $\mathbf G=0$ the Bloch phases cancel against $e^{i\mathbf q\cdot\mathbf r}$, so $\rho_{cv}(0)=\langle\phi_{c\mathbf k_+}|\phi_{v\mathbf k_-}\rangle$ for an empty band $c$ and a filled band $v$. Let $H_{\mathbf k_+}$ act to the left on its eigenvector and $H_{\mathbf k_-}$ to the right:

$$\langle\phi_{c\mathbf k_+}|H_{\mathbf k_+}-H_{\mathbf k_-}|\phi_{v\mathbf k_-}\rangle=(\varepsilon_{c\mathbf k_+}-\varepsilon_{v\mathbf k_-})\,\langle\phi_{c\mathbf k_+}|\phi_{v\mathbf k_-}\rangle .$$

This is exact at any $q$. A centred difference has only odd powers, $H_{\mathbf k_+}-H_{\mathbf k_-}=\mathbf q\cdot\partial_{\mathbf k}H_{\mathbf k}+O(q^3)$, so for a finite gap $\Delta=\varepsilon_{c\mathbf k}-\varepsilon_{v\mathbf k}>0$

$$\rho_{cv}(0)\to\frac{\mathbf q\cdot\mathbf u_{cv}}{\Delta},\qquad \mathbf u=\partial_{\mathbf k}H_{\mathbf k}.$$

Differentiating the two exponentials in $H_{\mathbf k}$ gives $\partial_{k_x}H_{\mathbf k}=-ixH_{\mathbf k}+iH_{\mathbf k}x=i[H_{\mathbf k},x]$. Between full Bloch states this is $i[H,x]$, the Heisenberg velocity $dx/dt$. Its three parts are as follows. From $[p_x,x]=-i$ one has $[p_x^2,x]=p_x[p_x,x]+[p_x,x]p_x=-2ip_x$, so $i[\tfrac12\mathbf p^2,x]=p_x$. A local potential is a function of $\mathbf r$ and commutes with $x$. The nonlocal part does not. Therefore

$$\mathbf u=\mathbf p+\mathbf w,\qquad \mathbf w=i[V_{\rm NL},\mathbf r].$$

All matrix elements of $\mathbf p$ below are between full Bloch states, which is $\mathbf p+\mathbf k$ between periodic parts. For a local Hamiltonian $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V_{\rm loc}$, and $\tfrac12(\mathbf p+\mathbf k_+)^2-\tfrac12(\mathbf p+\mathbf k_-)^2=\mathbf q\cdot(\mathbf p+\mathbf k)$ exactly. In that case the $q\to0$ limit contains the momentum alone, which is the form you used in your first route.

The kernel of the commutator follows from acting on a function $g$: $(Vxg)(\mathbf r)=\int V(\mathbf r,\mathbf r')x'g(\mathbf r')d^3r'$ and $(xVg)(\mathbf r)=x\int V(\mathbf r,\mathbf r')g(\mathbf r')d^3r'$, so

$$w_x(\mathbf r,\mathbf r')=i\,(x'-x)\,V(\mathbf r,\mathbf r').$$

A nonlocal potential removes amplitude at $\mathbf r'$ and deposits it at $\mathbf r$. This moves charge without kinetic momentum, and $\mathbf w$ is the velocity of that transport. It vanishes when $V\propto\delta(\mathbf r-\mathbf r')$. Between plane waves, $V(\mathbf K,\mathbf K')\propto\iint e^{-i\mathbf K\cdot\mathbf r}V(\mathbf r,\mathbf r')e^{i\mathbf K'\cdot\mathbf r'}$; $\partial_{K_x}$ brings down $-ix$ and $\partial_{K'_x}$ brings down $+ix'$, so

$$\langle\mathbf K|w_x|\mathbf K'\rangle=(\partial_{K_x}+\partial_{K'_x})V(\mathbf K,\mathbf K'),$$

which is $\partial_{k_x}$ acting on both arguments $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf K'=\mathbf k+\mathbf G'$.

The diagonal element is the group velocity. Differentiating $\varepsilon_{n\mathbf k}=\langle\phi|H_{\mathbf k}|\phi\rangle$, the terms with $\partial\phi$ add up to $\varepsilon\,\partial\langle\phi|\phi\rangle=0$, leaving $\partial_{\mathbf k}\varepsilon_{n\mathbf k}=\mathbf p_{nn}+\mathbf w_{nn}$.

A scissor shift shows the size of $\mathbf w$ without computation. Add $\delta\sum_c|c\rangle\langle c|$ to a local Hamiltonian with gaps $\Delta_0$. The orbitals are unchanged, so $\rho_{cv}(0)=\mathbf q\cdot\mathbf p_{cv}/\Delta_0$ still. The identity above gives $\mathbf q\cdot\mathbf u_{cv}/(\Delta_0+\delta)$ for the same overlap, hence $\mathbf u_{cv}=\mathbf p_{cv}(\Delta_0+\delta)/\Delta_0$. Dividing $\mathbf p_{cv}$ by the shifted gap makes each $|\rho|^2$ too small by $[\Delta_0/(\Delta_0+\delta)]^2$.

## The model insulator

The chosen model is simple cubic, $a=5$ bohr, $\Omega=125$ bohr$^3$, with two electrons per cell filling one band. Each site carries a well $-V_0e^{-r^2/2s_0^2}$ with $V_0=3$ Ha, $s_0=1.2$ bohr, and a separable Kleinman–Bylander term $D|\beta\rangle\langle\beta|$ with $D=0.25$ Ha and $\beta(\mathbf r)=(\pi\sigma^2)^{-3/4}e^{-r^2/2\sigma^2}$, $\sigma=0.8$ bohr. The Gaussian integral $\int e^{-i\mathbf K\cdot\mathbf r}e^{-r^2/2\sigma^2}d^3r=(2\pi\sigma^2)^{3/2}e^{-\sigma^2K^2/2}$ gives $\beta(\mathbf K)=(4\pi\sigma^2)^{3/4}e^{-\sigma^2K^2/2}$. The lattice sum of the phases $e^{-i(\mathbf K-\mathbf K')\cdot\mathbf R}$, divided by the crystal volume, is $1/\Omega$ when $\mathbf K-\mathbf K'$ is a reciprocal vector, so

$$V(\mathbf K,\mathbf K')=\frac D\Omega\beta(\mathbf K)\beta(\mathbf K'),\qquad w_x=-\sigma^2(K_x+K'_x)\,V(\mathbf K,\mathbf K'),$$

because $\partial_{K_x}\beta=-\sigma^2K_x\beta$. Applying the same derivative again gives $\partial^2_{k_x}V=[\sigma^4(K_x+K'_x)^2-2\sigma^2]V$.

The basis is the fixed set of 123 vectors $\mathbf G=(2\pi/a)\mathbf n$ with $|\mathbf n|^2\le9$, the same at every $\mathbf k$, so that $H_{\mathbf k}$ is a smooth matrix function. The overlap identity and the group-velocity relation then hold exactly within the basis, with $\mathbf u=\partial_{\mathbf k}H_{\mathbf k}$. The mesh has 64 points with components $(2\pi/a)(\pm\tfrac18,\pm\tfrac38)$, and $\chi_0$ carries the 27 vectors with $|\mathbf n|^2\le3$. On this mesh the gap is $0.51851$ Ha and the lowest direct gap is $0.55994$ Ha; both are somewhat smaller when the whole zone is searched.

Two numerical checks were made at $\mathbf k=(0.3,0.1,0.2)\,2\pi/a$. The element of $w_x$ between $\mathbf k$ and $\mathbf k+(2\pi/a)(-1,0,1)$, from real-space quadrature of $i(x'-x)V(\mathbf r,\mathbf r')$, is $0.00512967$, equal to the formula in all digits. The finite-difference slope of the valence band is $0.079581$, while $\langle p_x\rangle=0.090840$ and $\langle w_x\rangle=-0.011259$, and $0.090840-0.011259=0.079581$.

## Head, wings and sum rule

In an insulator two kinds of term survive in $\chi_0$. With $n=v$, $m=c$ the factor is $+1/(i\nu-\Delta)$, where $\Delta=\varepsilon_{c\mathbf k_+}-\varepsilon_{v\mathbf k_-}$. With $n=c$, $m=v$ it is $-1/(i\nu+\varepsilon_{c\mathbf k_-}-\varepsilon_{v\mathbf k_+})$. By time reversal,

$$\int\psi^*_{v,\mathbf k+\mathbf q/2}\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi_{c,\mathbf k-\mathbf q/2}=\int\psi^*_{c,-\mathbf k+\mathbf q/2}\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi_{v,-\mathbf k-\mathbf q/2},$$

which is the pair density of the first kind at $-\mathbf k$. On a mesh symmetric under $\mathbf k\to-\mathbf k$ the label can be flipped, the second factor becomes $-1/(i\nu+\Delta)$, and

$$\frac1{i\nu-\Delta}-\frac1{i\nu+\Delta}=\frac{2\Delta}{(i\nu)^2-\Delta^2}=-\frac{2\Delta}{\nu^2+\Delta^2}.$$

In the head, $4\pi/q^2$ multiplies $|\rho|^2=q^2|\hat{\mathbf q}\cdot\mathbf u_{cv}|^2/\Delta^2$. Collecting $4\pi\cdot2\cdot2=16\pi$,

$$\epsilon_{00}(i\nu)=1+\frac{16\pi}{N_k\Omega}\sum_{\mathbf k,c,v}\frac{|\hat{\mathbf q}\cdot\mathbf u_{cv}|^2}{\Delta(\Delta^2+\nu^2)},$$

$$\epsilon_{0\mathbf G}(i\nu)=\frac{16\pi}{N_k\Omega}\sum_{\mathbf k,c,v}\frac{(\hat{\mathbf q}\cdot\mathbf u_{cv})^*\rho_{cv}(\mathbf G)}{|\mathbf G|(\Delta^2+\nu^2)} .$$

The wing has one factor $\mathbf u_{cv}/\Delta$, whose $1/\Delta$ cancels the $\Delta$ in the numerator. The body is evaluated at $q=0$ directly and contains no velocity.

Dropping $\mathbf w$ replaces $|u|^2$ by $|p|^2=|u-w|^2=|u|^2-2\,\mathrm{Re}(u^*w)+|w|^2$. The error is first order in $V_{\rm NL}$ and has no fixed sign. For this model the sign follows from the isolated site, where $x$ has ordinary matrix elements. Let $v$ be $s$-like and $c$ be $p_x$-like. Then $u_{cv}=i\langle c|Hx-xH|v\rangle=i\Delta x_{cv}$, and

$$w_{cv}=iD\big(\langle c|\beta\rangle\langle\beta|x|v\rangle-\langle c|x|\beta\rangle\langle\beta|v\rangle\big)=-iD\langle c|x|\beta\rangle\langle\beta|v\rangle,$$

since $\langle c|\beta\rangle=0$ by parity. If $\beta$ coincided with $v$, then $p_{cv}=u_{cv}-w_{cv}=i(\Delta+D)x_{cv}$. A repulsive $s$ projector lifts the valence level and narrows the gap from $\Delta+D$ to $\Delta$, but $p_{cv}$ keeps the size belonging to the wider gap. The momentum form then overestimates the screening for $D>0$ and underestimates it for moderately negative $D$.

The high-frequency tail defines an effective electron number through $\nu^2(\epsilon_{00}-1)\to4\pi N_{\rm eff}/\Omega$, so $N_{\rm eff}=(4/N_k)\sum|u_{cv}|^2/\Delta$ for $\hat{\mathbf q}=\hat{\mathbf x}$. Treat $H_{\mathbf k+\kappa\hat{\mathbf x}}-H_{\mathbf k}=\kappa u_x+\tfrac12\kappa^2\partial^2_{k_x}H$ as a perturbation of the nondegenerate valence state. The $\kappa^2$ term of the energy is $\tfrac12\langle\partial^2H\rangle_{vv}-\sum_c|u_{cv}|^2/\Delta$, and it equals $\tfrac12\partial^2\varepsilon_v$. With $\partial^2H=1+\partial^2V_{\rm NL}$,

$$N_{\rm eff}=\frac2{N_k}\sum_{\mathbf k}\big[1+\langle\partial^2V_{\rm NL}\rangle_{vv}-\partial^2_{k_x}\varepsilon_v\big].$$

With several filled bands the couplings among them cancel in pairs, because their denominators change sign under exchange of the two bands. The operator $\partial^2V_{\rm NL}=-[[V_{\rm NL},x],x]$ has the kernel $-(x'-x)^2V(\mathbf r,\mathbf r')$, and for $D>0$ its expectation value is negative in a nodeless $s$-like state. The curvature of a periodic band integrates to zero over the zone. So, in a complete basis and with an exact zone integral, $N_{\rm eff}=2$ for a local potential and differs from 2 by the double commutator otherwise; the model at $D=0$ gives $1.98932$ with 123 plane waves and $1.99983$ with 515.

In the model the mean of $\langle\partial^2V_{\rm NL}\rangle$ is $-0.175968$. The mean curvature from finite differences of eigenvalues is $0.004619$, not zero, mainly because a fixed finite basis is not exactly periodic in $\mathbf k$, and to a lesser degree because 64 points do not integrate the band exactly. Then $2(1-0.175968-0.004619)=1.63883$, which equals the sum over $|u_{cv}|^2/\Delta$. The same sum with $p_{cv}$ gives $2.41858$, more than the two electrons present. Testing the velocity form against $N_{\rm eff}=2$ is therefore a mistake: it should miss 2, and the momentum form misses 2 in the other direction.

## Local fields and the energy

Write $\epsilon$ in blocks with head $h$, wing column $\mathbf a$ and body $B$. Subtracting $\mathbf a^\dagger B^{-1}$ times the lower rows from the first row leaves the determinant unchanged and turns the first row into $(h-\mathbf a^\dagger B^{-1}\mathbf a,\ 0)$, so $\det\epsilon=\det B\,(h-\mathbf a^\dagger B^{-1}\mathbf a)$. Solving $\epsilon\,(x_0,\mathbf y)^T=(1,\mathbf 0)^T$, the lower rows give $\mathbf y=-B^{-1}\mathbf a\,x_0$ and the first gives $x_0(h-\mathbf a^\dagger B^{-1}\mathbf a)=1$. Hence the bracket is the macroscopic dielectric function $\epsilon_M=1/(\epsilon^{-1})_{00}$. Both $h$ and $\epsilon_M$ are quadratic forms in $\hat{\mathbf q}$, as $\mathbf a$ is linear in it. Cubic symmetry makes them isotropic: mirrors such as $x\to-x$ remove the off-diagonal coefficients and permutations of axes equate the diagonal ones.

The finite-$q$ values were computed from the definition of $\chi_0$, with both orderings of the occupations, along $\hat{\mathbf q}=(1,2,2)/3$ at $q=0.01$ and $0.005$. Reversing $\mathbf q$ only relabels $\mathbf G\to-\mathbf G$ and conjugates the matrix, so $\epsilon_{00}$, $\epsilon_M$ and $E$ are even in $q$; the corrections of relative order $q$ in single transitions cancel between $\mathbf k$ and $-\mathbf k$. The combination $[4f(q/2)-f(q)]/3$ removes the $q^2$ term. The limit formulas were evaluated along $\hat{\mathbf x}$, so agreement also tests isotropy.

| quantity | $q\to0$ | $\mathbf u$ form | $\mathbf p$ form |
|---|---|---|---|
| $\epsilon_{00}$, $\nu=0$ | 1.411899 | 1.411899 | 1.593523 |
| $\epsilon_M$, $\nu=0$ | 1.297310 | 1.297310 | 1.424136 |
| $\epsilon_{00}$, $\nu=0.5$ Ha | 1.248093 | 1.248093 | 1.359330 |
| $\epsilon_M$, $\nu=0.5$ Ha | 1.197774 | 1.197774 | 1.284054 |

The polarization $\epsilon_{00}-1$ is too large by $0.593523/0.411899=1.4409$, and $\epsilon_M-1$ by $0.424136/0.297310=1.4266$. For $D=0$ both routes give $\epsilon_{00}=1.255780$ and $\epsilon_M=1.193805$. A denser $k$ mesh does not remove these errors, since each transition carries its own: on an $8^3$ mesh the head ratio is $1.4402$. The digits shown belong to this basis, mesh and $\mathbf G$ set. With 515 plane waves the static heads become $1.4152$ ($\mathbf u$) and $1.5988$ ($\mathbf p$), ratio $1.4422$, and with the 81 vectors $|\mathbf n|^2\le6$ in $\chi_0$ the static $\epsilon_M$ falls to $1.2915$ ($\mathbf u$) and $1.4152$ ($\mathbf p$).

In $E(\mathbf q\to0)$ the body contributes $\ln\det B+\mathrm{Tr}(1-B)$ identically in both forms, and the wings have no diagonal elements. What remains is

$$\Delta E(0)=\int_0^\infty\frac{d\nu}{2\pi}\Big[\ln\frac{\epsilon_M^{p}}{\epsilon_M^{u}}-\big(\epsilon_{00}^{p}-\epsilon_{00}^{u}\big)\Big].$$

Without wings the integrand is the change of $\ln h-h$, whose slope $1/h-1$ is negative for $h>1$, so an overestimated head lowers the energy. With a 24-point Gauss–Legendre rule mapped by $\nu=(1+x)/(1-x)$, checked against 36 points, $E(0)=-0.0545679$ Ha from finite $q$ and from the $\mathbf u$ form, and $-0.0629391$ Ha from the $\mathbf p$ form. The difference is $-0.0083712$ Ha $=-227.79$ meV, the same as the formula above gives. $E(0)$ itself is far from converged in the $\mathbf G$ set ($-0.0760$ Ha with 81 vectors), while the difference moves by a few percent at most in the settings tried: $-234.3$ meV with 81 vectors in $\chi_0$, $-230.7$ meV with 257 plane waves, $-228.2$ meV on an $8^3$ mesh. If all other $\mathbf q$ points are computed from overlaps, only this point is wrong and it has weight $1/N_q$: $-227.79/64=-3.5592$ meV per cell, and, keeping the same $\Delta E(0)$, $-227.79/512=-0.4449$ meV. In an insulator the missing commutator does not change the converged $E_c$. It changes the coefficient of a $1/N_q$ term in the convergence.

For the insulator, the velocity $\mathbf u=\mathbf p+\mathbf w$ reproduces the finite-$q$ limit, while using $\mathbf p$ alone overestimates the model's screening and leaves an error in $E_c$ that falls as $1/N_q$. What remains is the metal with nonlocal exchange, where the intraband response and the convergence of the energy must be examined, and the limits of these statements.
